Choosing the spectral window for inverting film reflectance and transmittance

Electronic-structure programs that compute a dielectric function let the user choose its energy range and spacing. If the spectrum is to be compared with optical constants obtained from a film's reflectance R and transmittance T, these choices matter, because one pair (R, T) can fit several indices N = n + ik at known thickness. For a 200 nm film treated below, four pairs with 1 ≤ n ≤ 6 and 0 ≤ k ≤ 2 reproduce the same data at 620 nm (more lie outside that range):

(n, k) = (3.727, 0.087), (4.168, 0.086), (5.009, 0.071), (5.913, 0.067).

The second is the input. With exact data it is recovered by taking one root at each wavelength so that the whole spectrum bends least. Where a false branch crosses the true one their values agree, so the slope is what tells them apart. For exact data, a window that reaches strong absorption, where one root remains within the stated bounds on n and k, fixes the starting branch. Even then, small errors in the data or the thickness can open gaps at the crossings and send the smoothest path onto a false branch. The computed dielectric function can be put through the same film model beforehand, to estimate where the crossings lie and help choose window and spacing.

**What the film model assumes**

The film is homogeneous, isotropic and flat, with thickness d and vacuum wavelength λ. It lies on a thick transparent substrate of index s, with air on both outer sides. Light is at normal incidence. The time factor is exp(−iωt), so absorption means k ≥ 0. Put κ = 2πd/λ and β = κN, and scale the magnetic field so that a forward wave has H = NE.

In the film, E is the sum of a forward and a backward wave. Expressing both through the fields at the far face gives

E(0) = cosβ E(d) − (i/N) sinβ H(d)
H(0) = −iN sinβ E(d) + cosβ H(d).

For unit incident amplitude, E(0) = 1 + r and H(0) = 1 − r. In the substrate, first without its back face, E(d) = t and H(d) = st. Adding and subtracting the two equations gives 2 = tD and 2r = tA, where

D = (1+s)cosβ − i(s sinβ/N + N sinβ)
A = (1−s)cosβ − i(s sinβ/N − N sinβ).

Hence r = A/D and t = 2/D. The flux in the substrate carries a factor s, so the film transmittance is T_f = s|t|² = 4s/|D|².

For light arriving from the substrate, E = 1 + g and H = s(1 − g) at the entrance, and E = H = t′ at the exit. Then sE + H = 2s = t′D, while sE − H = 2sg = t′B, with

B = (s−1)cosβ − i(s sinβ/N − N sinβ).

Thus g = B/D. The reverse transmittance is |t′|²/s = 4s/|D|², again T_f.

The substrate is thick enough for its internal reflections to add as intensities. Its back face reflects R_b = [(s−1)/(s+1)]². Each further round trip contributes a factor R_b|g|², and the geometric series gives

R = |r|² + R_b T_f²/L
T = (1−R_b)T_f/L, with L = 1 − R_b|g|².

**How Newton iteration finds the pairs**

The unknowns are n and k, and the residuals are

f₁ = R − R_data, f₂ = ln(T/T_data).

The logarithm helps in strong absorption, where T falls almost exponentially with k.

Write the gradient of a real function as G = ∂/∂n + i∂/∂k. An amplitude h(N) is holomorphic, so ∂h/∂n = h′ and ∂h/∂k = ih′. Therefore

∂|h|²/∂n = 2Re(h*h′), ∂|h|²/∂k = −2Im(h*h′),
G|h|² = 2h(h′)*.

Since ln T_f = ln 4s − ln D − ln D*, also G ln T_f = −2(D′/D)*. The product and chain rules then give

G R = G|r|² + 2R_b T_f² G ln T_f/L + R_b² T_f² G|g|²/L²
G ln T = G ln T_f + R_b G|g|²/L.

The quotient rule gives r′ = (A′ − rD′)/D and g′ = (B′ − gD′)/D. The remaining derivatives follow from

(cosβ)′ = −κ sinβ
(sinβ/N)′ = (κ cosβ − sinβ/N)/N
(N sinβ)′ = sinβ + κN cosβ.

Let g₁ = G R and g₂ = G ln T. Setting both linearized residuals to zero gives two real equations for the step. Their determinant is

Δ = Re g₁ Im g₂ − Im g₁ Re g₂ = Im(g₁*g₂),

and Cramer's rule gives

δn = (f₂ Im g₁ − f₁ Im g₂)/Δ
δk = (f₁ Re g₂ − f₂ Re g₁)/Δ
δN = δn + iδk = i(f₁g₂ − f₂g₁)/Δ.

A Newton step cancels the linear part of the residual. If Δ ≠ 0 at the root, the next error is therefore of second order in the present one. Far from a root the linearization can fail, so steps are limited to length 0.3. Many starts are used, failures are discarded and duplicates merged.

Finding no further root is not proof that none exists. An independent count follows the direction of the vector (f₁, f₂) around each small cell of the (n, k) plane. A full turn signals a root. On a finite grid, two roots in one cell can cancel, so this too is strong evidence rather than proof.

**Why there are several roots**

Consider first the transparent limit k = 0. Then

|D|² = (1+s)²cos²β + (n+s/n)²sin²β
= (1+s)² + [(n²−1)(n²−s²)/n²]sin²β.

The second line uses cos²β = 1 − sin²β and (n²+s)² − n²(1+s)² = (n²−1)(n²−s²). Let p = 4nd/λ, so β = πp/2. The factor sin²β is unchanged by p → p+2 and by p → 2M−p, with M an integer. If the bracket varied slowly, every solution would thus have repeated and mirrored partners:

n → n + λ/(2d), n → Mλ/(2d) − n.

The bracket does vary, so these positions are rough, and a partner vanishes where the bracket is too small to supply the required |D|². The spacing λ/(2d) shows that, without absorption, thicker films have more candidate roots.

The opposite limit is an opaque film. Light returning from its far face is negligible, and

R = [(n−1)²+k²]/[(n+1)²+k²] = 1 − 4/[n + 2 + (1+k²)/n].

At fixed k, the last form is unchanged when n is replaced by (1+k²)/n. There are two values of n, but a stated lower bound on n can remove one. The interference partners have disappeared.

**Why branches cross**

In the transparent limit R + T = 1, so ∂T/∂n = −∂R/∂n. The determinant becomes

Δ = (1/T)(∂R/∂n)(∂R/∂k + ∂T/∂k).

The last factor is minus the rate at which absorptance grows with k. When that is nonzero, Δ vanishes where R is stationary in n: at the fringe extrema. For n > s, minima lie at even p. Near odd p the growing bracket moves the maximum to slightly larger n, hence slightly larger p.

For the general case, let P = (R, ln T), let J be its Jacobian on the true branch, and let τ = λ − λ_c measure distance from a zero of Δ. At τ = 0 there are unit vectors v and w with Jv = 0 and wᵀJ = 0. Another root at displacement δ from the true one satisfies

Jδ + ½H[δ,δ] + … = 0,

where H contains the second derivatives. Write δ = xv plus a perpendicular part. The equation component that J does not annihilate makes this part second order in x and τ. Projection on w then leaves, at leading order,

aτx + bx² = 0,

with wᵀJv ≈ aτ and b = ½wᵀH[v,v]. The roots are x = 0, the true branch, and x = −aτ/b, a false branch. If a and b are nonzero, the two cross with different slopes. At the crossing their values agree, so value alone cannot distinguish them.

A small data error adds η, its projection on w:

aτx + bx² = η
x = [−aτ ± √(a²τ² + 4bη)]/(2b).

If bη > 0, the branches avoid each other, and at τ = 0 the error is √(η/b), not proportional to η. If bη < 0, no nearby real root exists for |τ| < 2√|bη|/|a|. A thickness error δd acts in the same way, with −(∂P/∂d)δd as the equivalent data error. Continuity then has to bridge a gap.

**How the branch is selected**

On a uniform wavelength grid of spacing h, choose one root N_j per wavelength to minimize

S = Σ|N_{j+1} − 2N_j + N_{j−1}|².

Let C_j(b, c) be the least cost of a path whose last two roots are b and c. Then

C_j(b, c) = min over a of [C_{j−1}(a, b) + |c − 2b + a|²].

Storing each minimizing a allows the best path to be traced back without listing all paths.

A smooth path has second differences near h²N″, so its cost is about h³∫|N″|²dλ. A path that changes branch acquires a slope change m. If it crosses a fraction θ of the way through a grid interval, its extra displacements at the next points are (1−θ)hm and (2−θ)hm. The corresponding second differences are (1−θ)hm and θhm, so, neglecting the smooth bending, the cost of the kink is

S_kink = h²|m|²[(1−θ)² + θ²] ≥ ½h²|m|².

With exact data, if one end of the window has a single root, every path starts on the true branch and must pay this cost to leave it. Where an error opens a gap, staying near the true branch also costs a jump, and this protection can be lost. Without such an end, a false branch that happens to be smooth throughout the window could compete.

**A worked spectrum**

The input has the Tauc-Lorentz form. Above the gap E_g,

ε₂(E) = A_L E₀C(E−E_g)²/{E[(E²−E₀²)² + C²E²]},

and ε₂ = 0 below it. The real part follows from the Kramers-Kronig relation

ε₁(E) = 1 + (2/π) P∫ ξε₂(ξ)/(ξ²−E²) dξ,

taken from zero to infinity, where P denotes the principal value. The parameters are A_L = 200 eV, E_g = 1.7 eV, E₀ = 3.6 eV and C = 2.2 eV; N is the square root of ε₁ + iε₂. The film has d = 200 nm and s = 1.46. Noise-free R and T are calculated every 2 nm from 460 to 700 nm, and roots are sought for 1 ≤ n ≤ 6 and 0 ≤ k ≤ 2.

At 620 nm, R = 0.5456 and T = 0.2798. Of 125 starts, 27, 16, 29 and 12 reach the four roots in order of n. Put into a separate solution of the boundary conditions, all four return R and T within 3×10⁻¹⁶. The winding count also gives four. From a nearby start, the Newton error falls as 5.4×10⁻², 1.8×10⁻³, 3.5×10⁻⁶, 2.6×10⁻¹¹, as expected for quadratic convergence.

The true phase is p = 4×4.168×200/620 = 5.38. Mirroring about 5 and 6 predicts 4.62 and 6.62; the actual values are 4.81 and 6.46. Repetition predicts 7.38, against 7.63. The slopes dn/dλ, in root order, are +0.0167, −0.0034, +0.0126 and +0.0054 nm⁻¹. The three false indices increase with wavelength here, whereas the true one decreases.

At 460 nm one root remains, by both searches. There n = 4.849 and k = 0.888, and the opaque formula gives R = 0.446, close to the full value 0.445. At the same k, n = (1+0.888²)/4.849 = 0.37 would give the same opaque R, but not the same T. The pair that matches both is n = 0.514, k = 1.183, also outside the box. On the 2 nm grid, several roots first appear at 490 nm.

The true branch is crossed at 489.75, 513.50, 577.42 and 642.59 nm. The last two have p = 5.99 and 5.10, near the weak-absorption predictions. The first two have p = 7.70 and 7.17, where absorption is stronger. At the same wavelengths a transparent film would have its extrema at p = 8.00 and 7.07, so the transparent rule is clearly off for the first and still a fair guide for the second. At 0.5 and 1.0 nm below the last crossing, the false root is 0.0094 and 0.0189 away: the distance doubles, as derived.

The smoothest path recovers N within about 10⁻¹⁴, with S = 4.98×10⁻⁶. The best path ending on another root costs 8.32×10⁻⁴. This can be understood from the last crossing. There |m| ≈ 0.0189 nm⁻¹, h = 2 nm and θ = 0.59/2 = 0.295, so

S_kink ≈ (0.0378)²(0.705² + 0.295²) = 8.3×10⁻⁴.

A march that always takes the nearest value is wrong at 3 of 121 wavelengths, by at most 0.017, and then returns to the true branch, so in this example it nearly suffices. Selection from 600 to 700 nm alone also succeeds. The single-root end is therefore a safeguard, not a necessity, for these accurate data.

**What real films change**

The parameters are rough values in the regime of hydrogenated amorphous silicon on silica. Real films also absorb below the gap through tail and defect states, which this ε₂ omits; the small k = 0.005 at 700 nm should not be taken as a material value. Real samples also break the assumptions of known thickness and a flat surface. At 620 nm, assuming 202 nm instead of 200 nm shifts n by −0.053. Ignoring a 4 nm rough layer, modelled as half film and half void on 198 nm of dense film so that the amount of material is unchanged, shifts it by −0.016. A substrate index taken 0.01 too high gives −0.003, and an ignored 4 nm flat bandwidth gives +0.0003 (the average over five points 1 nm apart listed in the output is somewhat broader and gives +0.0005). Raising both R and T by 0.002 changes k by −0.002.

Such shifts at one wavelength do not describe the whole spectrum. The largest ratio of index error to a small error in the vector (R, T) is the inverse of that Jacobian's smallest singular value. It is 1.9 at 620 nm but 803 at 490 nm, just 0.25 nm from a crossing. With the 2 nm thickness error, the nearest root lies more than 0.1 from the true N at 24 of the 121 wavelengths, and 1.18 away at 650 nm. With the photometric offset this happens at 7 wavelengths, with a largest distance of 0.79 at 514 nm. Both maxima lie near crossings, as a gap in the real roots would produce. The branch selection suffers even more. With the 2 nm thickness error, the smoothest path lies more than 0.1 from the true N at 83 of the 121 wavelengths, although a root within 0.1 exists at 97 of them. Much smaller errors are enough: with a thickness taken 0.5 nm too large the path is off at 81 wavelengths, and with R and T both 0.0005 too large at 82. Both the correct choice of branch and the recovery to 10⁻¹⁴ are thus shown here for perfect data only, and should not be expected of a measurement without further checks.

**Guidance for the setting**

Distinguish the range used to calculate ε₁ from the range compared with the film. If ε₁ comes from a Kramers-Kronig integral, ε₂ must extend far above the optical window. In this model ε₂ tends to A_L E₀C/ξ³, with A_L E₀C = 1584 eV³. Stopping at E_max therefore loses approximately

δε₁ ≈ (2/π)(1584 eV³)/(3E_max³).

At 20 eV this is 0.04, or δn ≈ δε₁/(2n) = 0.005 at 620 nm. Another material needs its own estimate.

For the comparison range, include a strongly absorbing end with one root if T is still measurable there. Here T is 0.003 at 460 nm, so an offset of 0.002 is two thirds of the signal. A better measured T or a thinner film helps, as does starting at 480 nm, where one root still remains and T is about 0.01.

Choose a spacing that puts several points between neighbouring crossings and resolves the structure of N. The closest crossings here are 24 nm apart, so 2 nm is ample for exact data. Near 620 nm it corresponds to 0.006 eV. Crossings predicted from a computed dielectric function are only estimates: lowering both E_g and E₀ by 0.1 eV here moves them by 16 to 25 nm. Finer is not automatically better for noisy data. If errors in N are independent with root-mean-square size σ, a second difference has noise √(1+4+1)σ = √6σ. For a kink to stand out at a single point, the larger of (1−θ)h|m| and θh|m| should exceed this, which at the last crossing means σ below about 0.011. That is not enough for a reliable selection, which compares costs summed over many points: the noise in the sums can outweigh one kink. With independent random errors added to the roots of this example, the path ended on a false root in 8 of 30 trials at σ = 0.004 and in none of 30 at σ = 0.001. These trials do not include the gaps that data errors open at crossings. Near a crossing, give the inverted values low weight, because data errors are strongly amplified there, and check the thickness before interpreting a jump as a material feature. The numerical output below lists most of the underlying values.

Numbers as computed

```
Tauc-Lorentz A, gap, E0, width: 200.0 1.7 3.6 2.2 eV
film thickness 200.0 nm, substrate index 1.46
Newton starts per wavelength: 125
460 nm: true n 4.8492, k 0.8880, R 0.44493, T 0.00305, roots 1
620 nm: true n 4.1679, k 0.0857, R 0.54561, T 0.27984, roots 4
700 nm: true n 3.9346, k 0.0052, R 0.52426, T 0.46129, roots 3
All pairs at 620 nm (slope in 1/nm, phase 4nd/lambda):
  n 3.7274 k 0.0868 dn/dlambda +0.01671 phase 4.810 starts 27 misfit 1e-16
  n 4.1679 k 0.0857 dn/dlambda -0.00344 phase 5.378 starts 16 misfit 0e+00
  n 5.0094 k 0.0707 dn/dlambda +0.01259 phase 6.464 starts 29 misfit 3e-16
  n 5.9130 k 0.0666 dn/dlambda +0.00542 phase 7.630 starts 12 misfit 2e-16
Newton error |N - N_true|, steps 0 to 5: 5.4e-02 1.8e-03 3.5e-06 2.6e-11 5.6e-17 8.3e-17
shortest wavelength with several roots: 490 nm; largest root count 5
smoothest path: largest |N - N_true| 1.1e-14
bending sum: selected 4.98e-06, best path to another end root 8.32e-04
nearest-value march: largest error 0.0167, wrong at 3 of 121 wavelengths
selection from 600-700 nm alone: largest error 0.0000, bending sum 4.36e-07
Jacobian zero on true branch: 489.75 nm, phase 4nd/lambda 7.703
Jacobian zero on true branch: 513.50 nm, phase 4nd/lambda 7.174
Jacobian zero on true branch: 577.42 nm, phase 4nd/lambda 5.994
Jacobian zero on true branch: 642.59 nm, phase 4nd/lambda 5.096
false-root distance 0.5 and 1.0 nm below last crossing: 0.00944 0.01889
error gain at 620 nm: 1.89; largest on grid 802.8 at 490 nm
Shifts at 620 nm:
  thickness taken 2 nm too large: dn -0.0532, dk -0.0002
  R and T both 0.002 too large: dn -0.0001, dk -0.0023
  substrate index taken 0.01 too large: dn -0.0028, dk +0.0003
  4 nm rough layer ignored: dn -0.0163, dk -0.0002
  4 nm wide flat band ignored: dn +0.0005, dk +0.0001
Distance from the true N to the nearest root, whole spectrum:
  thickness +2 nm: median 0.0379, largest 1.1842 at 650 nm, above 0.1 at 24 wavelengths
  R and T +0.002: median 0.0055, largest 0.7853 at 514 nm, above 0.1 at 7 wavelengths
```
